# Exponential Tails from a Few Dopant Excursions

## The situation

A thin doped layer is buried in a semiconductor crystal, and the crystal is annealed. Afterwards the dopant concentration is measured as a function of depth. If every dopant atom made many small, independent steps, the layer would broaden into a Gaussian.

Many dopants, however, are immobile while they sit on lattice sites. An atom moves after a native defect has converted it into a mobile form, for example by kicking it off its site. It then migrates until it becomes substitutional again. If such excursions are rare but long, most atoms have not moved at the end of the anneal, and most of those that have moved have done so once. The profile then shows the displacement distribution of a single excursion, and its tail is nearly exponential. The derivation below also shows where this statement stops being true.

## The model

Let $x$ be the depth measured from the marker. Let $s(x,t)$ and $m(x,t)$ be the probability densities for finding one dopant atom substitutional or mobile. A substitutional atom becomes mobile at rate $g$, and a mobile atom diffuses with coefficient $D$ and returns at rate $r$:

$$\partial_t s=-gs+rm,\qquad \partial_t m=D\,\partial_x^2m+gs-rm. \tag{1}$$

Initially $s=\delta(x)$ and $m=0$. The assumptions are:

- The dopants are dilute and independent, with no clustering and no drift in a field.
- The rates are uniform and constant, so the defects that start the excursions are evenly supplied.
- Mobile diffusion is isotropic, and a single hop is much shorter than an excursion.

Three combinations organize the results:

$$\lambda=\sqrt{D/r},\qquad \theta=gt,\qquad u=|x|/\lambda .$$

We first take excursions to be short compared with the anneal, $rt\gg1$, and rare on their own time scale, $g\ll r$. Finite duration is restored later.

## One excursion

After a mobile time $T$ the displacement along $x$ has the density

$$G(x,T)=\frac{e^{-x^2/4DT}}{\sqrt{4\pi DT}} .$$

A constant return rate makes $T$ exponentially distributed, with density $re^{-rT}$. The displacement density of a completed excursion is therefore

$$K_1(x)=\int_0^\infty re^{-rT}G(x,T)\,dT .$$

Use the transform $\hat f(k)=\int f(x)e^{-ikx}dx$. Since $\hat G=e^{-Dk^2T}$,

$$\hat K_1=\int_0^\infty re^{-(r+Dk^2)T}dT=\frac{r}{r+Dk^2}=\frac1{1+k^2\lambda^2}. \tag{2}$$

To identify the function, transform a two-sided exponential:

$$\int\frac{e^{-|x|/\lambda}}{2\lambda}e^{-ikx}dx=\frac1{2\lambda}\left[\frac1{1/\lambda+ik}+\frac1{1/\lambda-ik}\right]=\frac1{1+k^2\lambda^2}.$$

Hence

$$K_1(x)=\frac{e^{-|x|/\lambda}}{2\lambda}. \tag{3}$$

It is the lifetime and the projected displacement that are exponential, not the distance travelled in space. If $F(R)$ is the isotropic density in three dimensions, integration over planes of fixed $x$ gives

$$K_1(x)=2\pi\int_{|x|}^\infty RF(R)\,dR .$$

Differentiating at $x=R>0$ gives $K_1'(R)=-2\pi RF(R)$, so $F=e^{-R/\lambda}/(4\pi\lambda^2R)$. The distance itself has density $4\pi R^2F=Re^{-R/\lambda}/\lambda^2$, which vanishes at $R=0$.

## Adding the excursions

For short excursions an atom is substitutional almost all the time. Departures then occur independently at rate $g$, and the number $n$ of excursions is Poisson distributed with mean $\theta$. Displacements in successive excursions are independent, so their densities convolve:

$$P(x)=e^{-\theta}\left[\delta(x)+\sum_{n=1}^\infty\frac{\theta^n}{n!}K_n(x)\right],\qquad \hat K_n=\hat K_1^{\,n}. \tag{4}$$

With $q=k\lambda$ the sum is an exponential series:

$$\hat P=e^{-\theta}\exp\frac{\theta}{1+q^2}=\exp\left(-\frac{\theta q^2}{1+q^2}\right). \tag{5}$$

The rate equations give the same answer. In Fourier space $\hat m$ relaxes at the rate $r(1+q^2)$, which is fast compared with the change of $\hat s$. It therefore follows its steady value, $\hat m=(g/r)\hat s/(1+q^2)$. Substitution into the first equation gives

$$\partial_t\hat s=-g\hat s+\frac{g\hat s}{1+q^2}=-g\frac{q^2}{1+q^2}\hat s,$$

whose solution is (5). A direct real-space solution of (1), with $rt=2000$ and $\theta=0.2$ and $2$, tests this result. At $u=1,3,8$ it differs from (4) by at most 0.6% of (4), including the error of the spatial grid.

We shall need $K_2$ and $K_3$. For $u>0$, with lengths in units of $\lambda$, the convolution integral for $K_2$ splits at $v=0$ and $v=u$:

$$\lambda K_2=\frac14\int e^{-|v|-|u-v|}dv=\frac{e^{-u}}4\left[\frac12+u+\frac12\right]=\frac{(1+u)e^{-u}}4. \tag{6}$$

The three terms come from $v<0$, $0<v<u$ and $v>u$. The same split for $K_3$ gives

$$\lambda K_3=\frac18\int(1+|v|)e^{-|v|-|u-v|}dv
=\frac{e^{-u}}8\left[\frac34+\left(u+\frac{u^2}2\right)+\left(\frac{1+u}2+\frac14\right)\right],$$

$$\lambda K_3=\frac{(u^2+3u+3)e^{-u}}{16}. \tag{7}$$

## Few excursions: the exponential tail

Divide the terms of (4) by the $n=1$ term. Since $K_2/K_1=(1+u)/2$ and $K_3/K_1=(u^2+3u+3)/8$, the part of the profile that has moved is

$$P_{\rm moved}=\frac{\theta e^{-\theta}}{2\lambda}e^{-u}\left[1+\frac{\theta(1+u)}4+\frac{\theta^2(u^2+3u+3)}{48}+\dots\right]. \tag{8}$$

The pure exponential holds when

$$\frac{\theta(1+u)}4\ll1 .$$

A small $\theta$ alone is not enough. Two excursions reach a large depth more easily than one, so their share grows with $u$.

The slope is less sensitive than the amplitude. Call the bracket $1+a+b$, with $a$ of order $\theta$ and $b$ of order $\theta^2$. Then $\ln(1+a+b)=a+b-a^2/2+\dots$, and differentiation gives

$$\frac{d\ln P_{\rm moved}}{du}=-1+\frac\theta4+\theta^2\left[\frac{2u+3}{48}-\frac{1+u}{16}\right]+\dots
=-1+\frac\theta4-\frac{\theta^2u}{48}+\dots \tag{9}$$

To first order the decay length is $\lambda(1+\theta/4)$, independent of depth. As long as $\theta$ and $\theta(1+u)/4$ are both small, the tail rises nearly in proportion to time while its decay length hardly changes. A Gaussian of variance $V$ behaves differently: its local decay length is $V/|x|$, which falls with depth and grows with $V$.

## What the variance does not show

Expand the logarithm of (5) at small $k$:

$$\ln\hat P=-\theta\lambda^2k^2+\theta\lambda^4k^4-\dots$$

For a symmetric density the general form is $-\kappa_2k^2/2+\kappa_4k^4/24-\dots$, where $\kappa_2$ is the variance and $\kappa_4$ the fourth cumulant. Comparison gives

$$\kappa_2=2\theta\lambda^2=2D_{\rm eff}t,\qquad D_{\rm eff}=g\lambda^2=\frac{gD}{r},\qquad
\frac{\kappa_4}{\kappa_2^2}=\frac{24\theta\lambda^4}{4\theta^2\lambda^4}=\frac6\theta. \tag{10}$$

Once $rt\gg1$, the variance grows linearly, as in ordinary diffusion, even while $\theta$ is small and the profile is far from Gaussian. It fixes the product $g\lambda^2$. The shape is needed to separate rare long excursions from frequent short ones.

## Many excursions: a Gaussian core

Let $\theta\gg1$ and scale with the standard deviation: $z=x/(\lambda\sqrt{2\theta})$ and $q=y/\sqrt{2\theta}$. Then

$$\ln\hat P=-\frac{y^2}2+\frac{y^4}{4\theta}+O(\theta^{-2}).$$

The unmoved delta function has weight $e^{-\theta}$ and is dropped here. Multiplication by $y^4$ corresponds to four derivatives in $z$. The fourth derivative of $e^{-z^2/2}$ is $(z^4-6z^2+3)e^{-z^2/2}$, so at fixed $z$

$$\ln\frac{P}{P_{\rm Gauss}}=\frac{z^4-6z^2+3}{4\theta}+O(\theta^{-2}). \tag{11}$$

The core becomes Gaussian as excursions accumulate. The leading growth $z^4/4\theta$ reaches one at $|x|=2\lambda\theta^{3/4}$, so the Gaussian description requires depths well below this. The other terms of (11) make the actual deviation at that depth smaller: the ratio to the Gaussian is 1.3 for $\theta=20$ and 2.0 for $\theta=200$. The profile rises above the Gaussian beyond about 2.3 standard deviations, near the outer root of $z^4-6z^2+3$.

## The far tail at any fixed $\theta$

In the limit of short excursions the outermost tail can be found from the singularity of (5) at $q=i$. For $u>0$,

$$\lambda P=\frac{e^{-\theta}}{2\pi}\int_{-\infty}^{\infty}\left[\exp\frac\theta{1+q^2}-1\right]e^{iqu}dq .$$

The $-1$ removes the delta function. The bracket falls as $q^{-2}$, so the contour can be closed in the upper half-plane and shrunk around $q=i$. Put $q=i(1-\epsilon)$. Then

$$\frac1{1+q^2}=\frac1{2\epsilon-\epsilon^2}=\frac1{2\epsilon}+\frac14+\frac\epsilon8+\dots,\qquad e^{iqu}=e^{-u+\epsilon u},\qquad dq=\frac{d\epsilon}{i}.$$

The constant $1/4$ changes the prefactor $e^{-\theta}$ to $e^{-3\theta/4}$. Neglecting $\epsilon/8$ leaves

$$\lambda P\simeq e^{-3\theta/4-u}\,\frac1{2\pi i}\oint e^{\theta/2\epsilon+\epsilon u}d\epsilon .$$

The integral picks out the coefficient of $1/\epsilon$ in the product of the two exponential series:

$$\sum_{j=0}^\infty\frac{(\theta/2)^{j+1}u^j}{(j+1)!\,j!}=\sqrt{\frac\theta{2u}}\;I_1\!\left(\sqrt{2\theta u}\right),$$

where $I_1$ is the modified Bessel function. Thus

$$\lambda P\simeq e^{-3\theta/4-u}\sqrt{\frac\theta{2u}}\;I_1\!\left(\sqrt{2\theta u}\right). \tag{12}$$

The exponent $\theta/2\epsilon+\epsilon u$ is stationary at $\epsilon=\sqrt{\theta/2u}$, which is small at large $u$. The neglected term is therefore a relative correction of about $(\theta/8)\sqrt{\theta/2u}$, as long as this is small. The amplitude in (12) thus requires $u\gg\theta^3/128$, a severe condition at large $\theta$: for $\theta=20$ the profile still exceeds (12) by 34% at $u=800$. For $\theta=2$ this gives 1.8% at $u=200$ and 0.9% at $u=800$, in agreement with the errors found by summing (4).

For $\sqrt{2\theta u}\gg1$, use $I_1(w)\simeq e^w/\sqrt{2\pi w}$. The logarithm of (12) then contains $-u+\sqrt{2\theta u}-\tfrac34\ln u$, and its derivative is

$$\frac{d\ln P}{du}\simeq-1+\sqrt{\frac\theta{2u}}-\frac3{4u}. \tag{13}$$

The local decay length tends to $\lambda$ for every fixed $\theta$, however many excursions there have been. The approach is slow, and the factor $e^{\sqrt{2\theta u}}$ keeps growing, so the profile does not settle onto one pure exponential with a constant amplitude.

## Excursions take time

An atom that completes one excursion of duration $T$ can start it at any time between $0$ and $t-T$. It is substitutional for the remaining time $t-T$. The one-excursion part is therefore

$$P_1(x)=\int_0^t gr\,(t-T)\,e^{-g(t-T)}e^{-rT}G(x,T)\,dT. \tag{14}$$

When the important $T$ are much smaller than $t$,

$$(t-T)e^{gT}\simeq t\left[1-(1-\theta)\frac Tt\right].$$

We need the mean duration of excursions that end at $x$. Equation (3), divided by $r$, gives

$$J(r)=\int_0^\infty e^{-rT}G\,dT=\frac{e^{-|x|\sqrt{r/D}}}{2\sqrt{Dr}},$$

$$\langle T\rangle_x=-\frac{d\ln J}{dr}=\frac{|x|}{2\sqrt{Dr}}+\frac1{2r}=\frac{1+u}{2r}. \tag{15}$$

Atoms found far away are those whose excursions happened to last long. The relative change of the one-excursion term is

$$-\frac{(1-\theta)(1+u)}{2rt}, \tag{16}$$

so the amplitude in (8) also needs $(1+u)/(2rt)\ll1$. The slope is again less sensitive: in this range (16) changes the slope of the one-excursion term by only about $-(1-\theta)/(2rt)$. For $\theta=0.2$, $u=5$, $rt=200$ formula (16) gives $-0.0120$, and direct integration of (14) gives the same to this accuracy.

Well below the depth limit (17) derived next, atoms still mobile at the end hardly alter the tail. Their density is $(g/r)$ times the convolution of $K_1$ with $s$. When $\theta$ and $\theta(1+u)/2$ are both small, this is about $(g/r)K_1$, a fraction $1/(rt)$ of the transported substitutional part $\theta K_1$. In the far tail of (12) the mobile share grows with depth, roughly as $\sqrt{\theta u/2}/(rt)$. It stays below about $\sqrt{g/r}$ while $u\ll 2rt$, so it is small only because $g\ll r$.

At extreme depth the exponential ends. The exponent $rT+x^2/4DT$ in (14) is smallest at $T=|x|/(2\sqrt{Dr})=u/(2r)$. This duration fits into the anneal only if

$$|x|<2\lambda rt. \tag{17}$$

Far beyond this depth the largest contribution comes from $T$ close to $t$. Put $T=t-\tau$. Then

$$\frac{x^2}{4DT}\simeq\frac{x^2}{4Dt}+\alpha\tau,\qquad \alpha=\frac{x^2}{4Dt^2}\gg r .$$

The factor $t-T=\tau$ gives $\int_0^\infty\tau e^{-\alpha\tau}d\tau=\alpha^{-2}\propto x^{-4}$. Hence $P_1\propto x^{-4}e^{-x^2/4Dt}$, and since $Dt=\lambda^2rt$,

$$\frac{d\ln P_1}{du}\simeq-\frac u{2rt}-\frac4u. \tag{18}$$

This is the slope of the one-excursion term. The term with $n$ excursions carries the weight $(gr)^n\tau^nT^{n-1}/[n!\,(n-1)!]$. Integrating over $\tau$ with $T\simeq t$ and summing over $n$ multiplies the result by $e^{\theta r/\alpha}$, which adds $-2\theta r/(\alpha u)$ to the slope. Equation (18) is therefore the slope of the whole substitutional part only when $\alpha\gg\theta r$ as well, and the same condition applies to the total profile below. At such depths most of the atoms present are still mobile. Their density lacks the factor $r\tau$, so its prefactor is $\alpha^{-1}\propto x^{-2}$, and the slope of the total profile contains $-2/u$ instead of $-4/u$. The leading Gaussian fall-off is the same.

Repeated excursions cannot evade the cutoff. Their total mobile time is also at most $t$, and for $x^2>2Dt$ the function $G(x,T)$ increases with $T$ up to $T=t$. The complete profile is therefore bounded by $G(x,t)$ there. The range in which the local decay length is close to $\lambda$ is therefore an intermediate one. At fixed $\theta$ it becomes very wide when $rt$ is large.

## A marker of finite width

Let the initial layer be a Gaussian of standard deviation $\sigma$. Well outside it, $x-y>0$ for all initial positions $y$ that matter, and the one-excursion tail becomes

$$\int\frac{e^{-y^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\frac{e^{-(x-y)/\lambda}}{2\lambda}dy=e^{\sigma^2/2\lambda^2}\frac{e^{-x/\lambda}}{2\lambda}. \tag{19}$$

The factor follows from completing the square, which moves the centre of the integrand to $y=\sigma^2/\lambda$. The condition is thus $x-\sigma^2/\lambda\gg\sigma$. The decay length of this term is unchanged. The tail becomes visible only where the unmoved marker, of weight $e^{-\theta}$, has fallen below it, and for small $\theta$ this lies further out. With $\sigma=0.2\lambda$ and $\theta=10^{-3}$ the unmoved part is still the larger one at four $\sigma$ beyond $\sigma^2/\lambda$. If the initial layer itself has a tail that decays more slowly than $e^{-x/\lambda}$, that tail dominates at large depth and hides the effect. The same holds for the measurement: sputter depth profiling mixes atoms and itself produces a roughly exponential tail. An exponential tail alone therefore does not establish the mechanism. It must be compared with the unannealed profile and followed in time.

## A worked example

Take the round model parameters $D=1000\ \mathrm{nm^2/s}$, $r=10\ \mathrm{s^{-1}}$ and $g=2\times10^{-4}\ \mathrm{s^{-1}}$. The marker has $\sigma=2$ nm and dose $0.1\ \mathrm{nm^{-2}}$, and the anneal lasts 500 s. Then

$$\lambda=\sqrt{1000/10}=10\ \mathrm{nm},\qquad \theta=2\times10^{-4}\times500=0.1,$$

$$D_{\rm eff}=2\times10^{-4}\times10^2=0.02\ \mathrm{nm^2/s}=2\times10^{-16}\ \mathrm{cm^2/s}.$$

The probabilities of zero, one and two excursions are 0.905, 0.090 and 0.005. The total variance is $2^2+2(0.02)(500)=24\ \mathrm{nm^2}$.

The initial marker has a peak concentration of $0.1/(2\sqrt{2\pi})=0.020\ \mathrm{nm^{-3}}$, or $2\times10^{19}\ \mathrm{cm^{-3}}$. In a real semiconductor this can exceed the intrinsic carrier density at the annealing temperature. Built-in fields and concentration-dependent rates may then violate the assumptions of the model. Within the model all concentrations are proportional to the dose, so a weaker marker gives the same shape.

At 50 nm, $u=5$ and the marker factor is $e^{0.02}=1.020$. One excursion contributes

$$0.1\times\frac{0.0905}{2\times10}\times1.020\times e^{-5}=3.11\times10^{-6}\ \mathrm{nm^{-3}} .$$

The full sum gives $3.60\times10^{-6}\ \mathrm{nm^{-3}}$, or $3.6\times10^{15}\ \mathrm{cm^{-3}}$. Most of the 16% excess over one excursion comes from two, whose relative share for a point marker is $0.1\times6/4=0.15$. The table compares the full profile with a Gaussian of the same variance and dose.

| Depth (nm) | Full (nm⁻³) | Gaussian (nm⁻³) | Decay length (nm) |
|---:|---:|---:|---:|
| 20 | 6.7×10⁻⁵ | 2.0×10⁻⁶ | 10.25 |
| 30 | 2.5×10⁻⁵ | 5.9×10⁻¹¹ | 10.25 |
| 50 | 3.6×10⁻⁶ | 2.0×10⁻²⁵ | 10.25 |
| 80 | 1.9×10⁻⁷ | 1.0×10⁻⁶⁰ | 10.24 |

The decay length belongs to the full profile. It stays close to $\lambda(1+\theta/4)=10.25$ nm, whereas that of the Gaussian at 50 nm is $24/50=0.48$ nm.

The time dependence shows the same mechanism. Between 125 s and 2000 s the concentration at 50 nm rises from $8.7\times10^{-7}$ to $1.62\times10^{-5}\ \mathrm{nm^{-3}}$, a factor of about 19 for a sixteenfold time. The decay length there grows only from 10.06 to 10.95 nm.

The finite duration of excursions is unimportant here. Those ending at 50 nm last 0.3 s on average, against 500 s of annealing, and (16) gives a relative change of $-5\times10^{-4}$ in the one-excursion term. With repeated excursions and the atoms still mobile included, the whole profile at 50 nm changes by about $-4\times10^{-4}$, and the decay lengths in the table fall by 0.001 to 0.002 nm. The crossover depth in (17) is $10^5$ nm.

After $10^5$ s, $\theta=20$ and the standard deviation of a point marker is 63 nm. The ratio of the profile to its Gaussian is 0.97 at one standard deviation and 0.95 at two, but 3.1 at four and about 140 at six. The core is then nearly Gaussian, while the outer tail still lies far above it. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
mobile diffusion coefficient D = 1000 nm^2/s
return rate r = 10 1/s; excursion rate g = 2.0e-04 1/s
marker sigma = 2.0 nm; dose = 0.10 nm^-2; anneal t = 500 s
decay length lam = 10.00 nm; mean excursions theta = 0.100
effective diffusion coefficient = 0.0200 nm^2/s = 2.00e-16 cm^2/s
probability of 0 excursions = 0.90484
probability of 1 excursions = 0.09048
probability of 2 excursions = 0.00452
excess kurtosis of point-marker profile = 60.0
total variance = 24.00 nm^2; standard deviation = 4.899 nm
marker-width tail factor = 1.02020
depth nm | full nm^-3 | one excursion nm^-3 | equal-variance Gaussian nm^-3 | decay length nm
20 | 6.7258e-05 | 6.2465e-05 | 1.957e-06 | 10.252
30 | 2.5356e-05 | 2.2980e-05 | 5.858e-11 | 10.250
50 | 3.6019e-06 | 3.1100e-06 | 1.956e-25 | 10.246
80 | 1.9257e-07 | 1.5484e-07 | 1.011e-60 | 10.241
full concentration at 50 nm = 3.602e+15 cm^-3
two-to-one excursion ratio at 50 nm (point marker) = 0.1500
mean duration of one excursion ending at 50 nm = 0.300 s
finite-lifetime relative change at 50 nm = -5.40e-04
r*t = 5000; Gaussian crossover depth 2*lam*r*t = 1.00e+05 nm
anneal s | theta | concentration at 50 nm in nm^-3 | decay length at 50 nm in nm
125 | 0.025 | 8.6973e-07 | 10.062
250 | 0.050 | 1.7602e-06 | 10.124
500 | 0.100 | 3.6019e-06 | 10.246
1000 | 0.200 | 7.5194e-06 | 10.485
2000 | 0.400 | 1.6218e-05 | 10.948
late anneal = 1.0e+05 s; theta = 20.0; standard deviation = 63.25 nm
late point marker, 1 standard deviations: profile/Gaussian = 0.9696
late point marker, 2 standard deviations: profile/Gaussian = 0.9515
late point marker, 4 standard deviations: profile/Gaussian = 3.1203
late point marker, 6 standard deviations: profile/Gaussian = 136.7606
largest relative deviation, rate equations vs Poisson sum = 5.55e-03
far-tail formula relative errors at u=200, 800 (theta=2) = 0.0175, 0.0088
lifetime correction test: integral -0.012048, formula -0.012000
final Gaussian fall-off test: log slope in u = -20.0200
```
